# Negative auxiliary-field weights on a doped or frustrated four-site Hubbard ring

**Question**

I am stuck on an exercise about determinant Monte Carlo for the repulsive Hubbard model. I know that at half filling, with nearest-neighbour hopping on a bipartite lattice, particle-hole symmetry makes every field configuration's weight non-negative. The exercise says: "On a small cluster, show that next-nearest-neighbour hopping or doping breaks this argument, and find by enumeration field configurations with negative weight."

I took an open chain of four sites with $U=4t$, inverse temperature $\beta=4/t$ and four time slices, and doped it with $\mu=-t$. I went through all $2^{16}=65536$ fields and every weight was positive. Is my code wrong, or the exercise? And if negative weights exist, how do I see where the minus sign comes from?

**Answer**

Your code can be right. Doping does break the argument on your chain, but a broken proof of positivity is not a proof of negativity, and on an open chain a different argument takes over. Close the chain into a ring and negative weights appear.

**Setting up the weight**

I use $t=1$ as the unit of energy and $k_B=1$. On the ring 1–2–3–4–1,

$$H=\sum_{ij\sigma}K_{ij}c^\dagger_{i\sigma}c_{j\sigma}-\mu N+U\sum_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12),$$

with $K_{ij}=-t$ on ring bonds, $K_{13}=K_{24}=-t'$ on the diagonals, and $U>0$. The shifts by $\tfrac12$ put half filling at $\mu=0$ when $t'=0$. Split $e^{-\beta H}$ into $L=4$ slices of length $\Delta\tau=\beta/L$, each a hopping factor times an interaction factor. On each site and slice introduce $s=\pm1$ through

$$e^{-\Delta\tau U(n_\uparrow-\frac12)(n_\downarrow-\frac12)}=\tfrac12e^{-U\Delta\tau/4}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)},\qquad \cosh\lambda=e^{U\Delta\tau/2}.$$

For an empty or doubly occupied site both sides are $e^{-U\Delta\tau/4}$. For a singly occupied site the left side is $e^{U\Delta\tau/4}$ and the right side is $e^{-U\Delta\tau/4}\cosh\lambda$, which is the same. Up electrons are thus attracted to sites with $s=+1$ and down electrons to sites with $s=-1$.

For a given field the spins are independent. Let $S_l$ be the diagonal matrix of the fields in slice $l$, and define

$$B_\sigma=\prod_{l=1}^{L}e^{\Delta\tau\mu}e^{-\Delta\tau K}e^{\sigma\lambda S_l},\qquad \sigma=\pm1 .$$

Let $G$ be the corresponding product of many-body exponentials for one spin. Since $[\sum_{ik}c_i^\dagger A_{ik}c_k,\,c_j^\dagger]=\sum_i c_i^\dagger A_{ij}$, each exponential carries $c_j^\dagger$ into $\sum_i c_i^\dagger(e^A)_{ij}$. Successive factors multiply, so $Gc_j^\dagger G^{-1}=\sum_ic_i^\dagger B_{ij}$, while $G|0\rangle=|0\rangle$. The diagonal element of $G$ in the state with occupied set $J$ is therefore the determinant of the submatrix $B_{JJ}$. Hence

$$D_\sigma\equiv\mathrm{Tr}\,G=\sum_{N=0}^{4}\mathrm{Tr}_N,\qquad \mathrm{Tr}_N=\sum_{|J|=N}\det B_{JJ},\qquad D_\sigma=\det(1+B_\sigma).$$

The last equality follows by expanding $\det(1+B)$ column by column, taking either the unit vector or the column of $B$ each time. The weight is $W=D_\uparrow D_\downarrow$; the prefactors from the decoupling are positive and the same for all fields.

**What particle-hole symmetry gives**

Let $P=\mathrm{diag}(1,-1,1,-1)$. It reverses the sign of ring bonds, which join odd to even sites, and leaves the diagonals alone. Therefore

$$PK(t')P=-K(-t').$$

$P$ commutes with $S_l$, so

$$PB_\downarrow(\mu,t')P=\prod_l e^{\Delta\tau\mu}e^{+\Delta\tau K(-t')}e^{-\lambda S_l}.$$

Compare this with $X=B_\uparrow(-\mu,-t')=\prod_le^{-\Delta\tau\mu}e^{-\Delta\tau K(-t')}e^{\lambda S_l}$. Transposing $X$ reverses the order of all factors, and inverting restores it, so the product above is $(X^T)^{-1}$. Now

$$\det(1+X^{-1})=\frac{\det(1+X)}{\det X},\qquad \det X=e^{-4\beta\mu+\lambda\Sigma},\qquad \Sigma=\sum_{il}s_{il},$$

because $\mathrm{Tr}\,K=0$ and there are four sites. The result is

$$W=D_\uparrow(\mu,t')\,D_\uparrow(-\mu,-t')\,e^{4\beta\mu-\lambda\Sigma}.$$

At $\mu=t'=0$ the two determinants are the same number, and $W=D_\uparrow^2e^{-\lambda\Sigma}\ge0$. The single determinants need not be positive: on the ring at $\mu=0$, with your $U$, $\beta$ and four slices, 544 of the 65536 fields have both determinants negative. The symmetry protects the product.

With $\mu\neq0$ or $t'\neq0$, the formula contains one function at two different points, and the symmetry no longer forces the two values to agree in sign (other arguments sometimes do, as the open chain and weak doping show below). It also shows that replacing $(\mu,t')$ by $(-\mu,-t')$ multiplies all weights by the same positive factor $e^{-8\beta\mu}$. Electron and hole doping of the $t'=0$ ring are therefore equally affected.

Could a cleverer choice of signs rescue the argument? The step needs a transformation taking the one-body matrix $K-\mu$ to its negative. A similarity transformation preserves traces. Doping gives $\mathrm{Tr}(K-\mu)=-4\mu$, so it fails. For the diagonals, look at closed walks of three steps. There are four triangles, each walked in six ways and each contributing $(-t)^2(-t')$, so

$$\mathrm{Tr}\,K^3=-24t^2t'\neq0,$$

whereas a matrix similar to its own negative has zero trace of its cube. This rules out repairing this argument; it does not rule out some other decoupling with better signs.

**Why your open chain stays positive**

Work at fixed $N$ for one spin, with basis states whose creation operators are ordered by site number. A hop between neighbours $i$ and $i+1$ passes no other operator. Its matrix element in $-\sum K_{ij}c_i^\dagger c_j$ is therefore $+t$. On an open chain these are all the hops there are, so this many-body matrix has non-negative entries, and so has its exponential. The field and $\mu$ contribute positive diagonal factors. Every $\mathrm{Tr}_N$ is then non-negative, and $\mathrm{Tr}_0=1$, giving $D_\sigma\ge1$ for every field and every $\mu$. Your result was forced.

**Where a ring gets its minus sign**

The bond 4–1 moves an operator past the other $N-1$ particles and picks up $(-1)^{N-1}$. For $N=1$ and $N=3$ this is $+1$, so those traces stay positive when $t'=0$. For $N=2$ it is $-1$. Two electrons of equal spin can go round the ring until each has taken the other's place, which is an odd permutation. So $\mathrm{Tr}_2$ is the one part of $D_\sigma$ that can be negative.

You also need enough slices. With one or two slices, $B$ is similar to a product of two positive definite matrices. Such a product has positive eigenvalues, so $D_\sigma>0$. Four slices give room for the exchange and can still be enumerated.

**A doped field, followed by hand**

Here $\Delta\tau=1$ and $\lambda=2.689$. I write the signs on sites 1234, with slices separated by bars:

`+++- | ++-- | ++-+ | +--+`

An up pair can stay on plus sites by occupying 13, 12, 24, 14 and then 13 again. The electron from 3 goes to 2 and then 1; the one from 1 goes to 4 and then 3. They have exchanged. Evaluating the traces numerically at $\mu=0$ gives, for spin up,

$$\mathrm{Tr}_1=2.170\times10^7,\quad \mathrm{Tr}_2=-1.960\times10^{10},\quad \mathrm{Tr}_3=1.333\times10^{11}.$$

$\mathrm{Tr}_0=1$ and $\mathrm{Tr}_4=4.7\times10^4$ are negligible. The three-electron term wins, and $D_\uparrow=1.137\times10^{11}>0$.

Doping multiplies $\mathrm{Tr}_N$ by $e^{\beta\mu N}$. At $\mu=-1$ this is $e^{-4N}$:

$$D_\uparrow\simeq 3.97\times10^5-6.576\times10^6+8.19\times10^5=-5.36\times10^6 .$$

The down electrons see the opposite field, which favours one particle. Their determinant is $D_\downarrow=5.20\times10^4$, nearly all from $\mathrm{Tr}_1$. Hence

$$W=(-5.359\times10^6)(5.199\times10^4)=-2.79\times10^{11}.$$

This is a negative weight with a visible cause: the chemical potential has shifted the balance between two and three up electrons without producing a matching sign change for the down electrons.

The sign change can be located. Keeping $N=2$ and $N=3$ gives $e^{4\mu}=1.960/13.33$, or $\mu\simeq-0.479$; the root of the full polynomial is $\mu=-0.481$. At much lower $\mu$ the one-electron term takes over. Balancing $N=1$ against $N=2$ gives $e^{4\mu}\simeq2.170\times10^7/1.960\times10^{10}$, or $\mu\simeq-1.70$. Below that this field has positive weight again. In the limit $\mu\to-\infty$ every $D_\sigma$ tends to 1, so an almost empty ring has no negative weights on this finite set of fields.

**The enumeration**

A slice has 16 field patterns, so there are $16^4$ products. I recommend computing each $\mathrm{Tr}_N$ from matrices of size 1, 4, 6, 4 and 1, then adding them. The entries of the explicit product $B$ span many decades, and a double-precision $\det(1+B)$ formed from it is off here by up to $3\times10^{-5}$ of $\sum_N|\mathrm{Tr}_N|$, so the sign of any determinant smaller than that could not be trusted.

For the case with diagonals I took $t'=0.8$ and solved for the $\mu$ that gives one electron per site, so that doping is not the culprit. The average sign is $\sum W/\sum|W|$.

| Cluster | $\mu$ | Negative fields | Average sign |
|---|---:|---:|---:|
| Ring, $t'=0$ | 0 | 0 | 1 |
| Ring, $t'=0$ | −1 | 512 | 0.9987 |
| Ring, $t'=0.8$ | 0.608 | 10048 | 0.812 |
| Open chain | −1 | 0 | 1 |

The doped ring holds 0.970 electrons per site. Its negative fields are 0.8% of all fields but carry only $(1-0.9987)/2\approx0.06\%$ of $\sum|W|$. With $t'=0.8$ the corresponding shares are 15% and 9%.

The most negative weight of the doped ring is shared by 64 fields. One of them is

`+-+- | ++-- | -+-- | -++-`

with $D_\uparrow=6.93\times10^4$, $D_\downarrow=-7.08\times10^6$ and $W=-4.91\times10^{11}$. Now the down electrons have the negative determinant. They prefer minus signs and can follow 24, 34, 13, 14 and back to 24, which is again an exchange.

**What the diagonal hopping does**

With $t'>0$ there is a second source of minus signs. For three electrons of one spin, label the state by its empty site. A hop along either diagonal passes one occupied site and acquires a minus sign, while the ring hops keep a plus. The hole therefore moves with amplitudes $+t$ on the ring and $-t'$ on the diagonals, and a trip round a triangle using one diagonal has a negative product. A single electron has $+t$ and $+t'$, so $\mathrm{Tr}_1>0$.

One slice can contain several hops, and going from 1 to 3 by two ring hops competes with the diagonal. The hole's hopping matrix has eigenvalues $2t-t'$ for the uniform vector, $-2t-t'$ for the alternating one, and $t'$ for $(1,0,-1,0)$ and $(0,1,0,-1)$. Its exponential over one slice has the 1–3 element

$$\tfrac14e^{\Delta\tau(2t-t')}+\tfrac14e^{\Delta\tau(-2t-t')}-\tfrac12e^{\Delta\tau t'}=\tfrac12\left[e^{-\Delta\tau t'}\cosh(2\Delta\tau t)-e^{\Delta\tau t'}\right].$$

This is negative when $e^{2\Delta\tau t'}>\cosh(2\Delta\tau t)$. With $\Delta\tau=1$ that means $t'>0.66$, which $t'=0.8$ satisfies. To lead an up hole round the triangle, put the minus signs on sites 1, 2, 3 and 3 in turn:

`-+++ | +-++ | ++-+ | ++-+`

At $t'=0.8$ and $\mu=0.608$ the up traces, now including $e^{\beta\mu N}$, are $\mathrm{Tr}_3=-4.871\times10^{16}$ and $\mathrm{Tr}_2=8.8\times10^{13}$, with $\mathrm{Tr}_4=3.7\times10^{13}$. Thus $D_\uparrow=-4.858\times10^{16}$. The same minus signs lead one down electron round the triangle with a positive trace, and $D_\downarrow=1.602\times10^8$. The weight is $W=-7.78\times10^{24}$, at half filling.

Smaller diagonals also suffice. With $\mu$ readjusted to half filling each time, there are 960, 3008 and 3776 negative fields at $t'=0.1$, 0.2 and 0.4. These values lie below 0.66, where the 1–3 element is positive. The hole's other elements are positive too, so $\mathrm{Tr}_3>0$ for every field. The negative determinants there must come from $\mathrm{Tr}_2$.

**How weak can the breaking be, and what about the time step?**

On the $t'=0$ ring I find no negative fields at $\mu=-0.1$ or $-0.25$, and 256 at $\mu=-0.5$. A gap of this kind is expected on a fixed time grid. There are finitely many fields, none has $D_\uparrow=0$ at $\mu=0$, and each weight changes continuously with $\mu$. A small enough change cannot reverse any sign. The same reasoning applies to $t'$, but that threshold lies below 0.1 here. Both thresholds belong to this four-slice grid; I have not followed them to smaller time steps.

The step $\Delta\tau=1$ is coarse. For the undoped ring, the four-slice partition function has $\ln Z=28.8$, while diagonalizing $H$ in its 256-dimensional space gives 25.1. The discretized $Z$ is about 40 times too large. The weights above are those of the discretized problem, and its average signs and densities should not be read as continuous-time values.

Negative weights are still present at a time step four times smaller, though. Hold each of the 65536 fields constant over four steps of $\Delta\tau=0.25$, with $\lambda$ recalculated for the shorter step. This samples a small subset of the $2^{64}$ fields on that grid. Counting fields for which each $|D_\sigma|$ exceeds $10^{-4}\sum_N|\mathrm{Tr}_N|$, so that rounding cannot decide the sign, I find 704 negative weights for the doped ring and 12160 for $t'=0.8$. The latter keeps $\mu=0.608$, which on the finer grid gives about 1.015 electrons per site rather than exactly one. The symmetric ring still has none. These counts establish that negative fields exist at the smaller step; they do not give its average sign.

So for your exercise, keep the derivation of $W$, replace the open chain by the ring, and exhibit one of the fields above. The broken identity permits a minus sign; the exchanged pair or the circling hole supplies it.
